\section*{Why overlapping divergences in two-loop vacuum polarization need no new counterterms}

\section{Result}

In massless QED with one electron flavour, the bare two-loop polarization is
\begin{equation}
\Pi_2=a^2\left[\frac{2}{\epsilon}-4L-0.900+O(\epsilon)\right],\qquad a=\frac{e^2}{16\pi^2},\quad L=\ln\frac{p^2}{\mu^2}.
\label{result}
\end{equation}
The graph with a photon across the electron loop contains two overlapping vertex divergences. Alone, in Feynman gauge (and in every covariant gauge except Landau gauge), it has a double pole and a nonlocal divergence $L/\epsilon$. Two ordinary vertex counterterms $\delta_1$ remove the nonlocal part. In the self-energy graphs $\delta_2$ does the same with the opposite sign. Since $Z_1=Z_2$, the counterterm graphs cancel in the sum, so the bare sum has no double pole. The remaining simple pole is absorbed by the $a^2$ term of the usual photon counterterm $\delta_3$. No new operator is needed.

\section{Conventions and the one-loop graph}

Momenta are Euclidean, $d=4-2\epsilon$, $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$ and $\mathrm{tr}\,1=4$. The propagator is $S(k)=-i\slashed k/k^2$, the vertex $-ie\gamma_\mu$, and the photon propagator $[\delta_{\alpha\beta}-(1-\xi)q_\alpha q_\beta/q^2]/q^2$. Feynman gauge, $\xi=1$, is used until the gauge dependence is discussed. The correction to the inverse photon propagator is $\Pi_{\mu\nu}=(p^2\delta_{\mu\nu}-p_\mu p_\nu)\Pi$, so $\Pi_{\mu\mu}=(d-1)p^2\Pi$. Single graphs need not be transverse; their shares of $\Pi$ are defined by this trace.

In minimal subtraction ($\overline{\rm MS}$) each loop carries $a\,e^{\gamma\epsilon}\mu^{2\epsilon}\int_k$, with $\int_k=\int d^dk/\pi^{d/2}$ and $\gamma$ Euler's constant. I set $p^2=1$ inside integrals; dimensions restore $e^{-\epsilon L}$ per loop. Feynman parameters, a shift of $k$ and a beta integral give
\begin{equation}
G(r,s)=\int_k\frac{1}{(k^2)^r((k+p)^2)^s}
=\frac{\Gamma(\frac d2-r)\Gamma(\frac d2-s)\Gamma(r+s-\frac d2)}{\Gamma(r)\Gamma(s)\Gamma(d-r-s)} .
\end{equation}
Let $G_1=G(1,1)$. Integrals without a scale vanish.

With $k'=k+p$, the factors $(-ie)^2(-i)^2=e^2$, the minus sign of the closed loop and the minus sign relating a graph to the inverse propagator combine to $+e^2$. Using $\gamma_\mu\slashed k\gamma_\mu=(2-d)\slashed k$ and $2k\cdot k'=k^2+k'^2-1$,
\begin{equation}
\int_k\frac{\mathrm{tr}[\gamma_\mu\slashed k\gamma_\mu\slashed k']}{k^2k'^2}
=4(2-d)\left(-\tfrac12\right)G_1=2(d-2)G_1 .
\end{equation}
Dividing by $d-1$ and expanding,
\begin{equation}
\Pi_1=a\left[\frac{4}{3\epsilon}+\frac{20}{9}-\frac43L+O(\epsilon)\right].
\end{equation}

\section{Why the counterterm graphs cancel}

Write the inverse electron propagator as $i\slashed P+\Sigma(P)$. With photon propagator $D_{\alpha\beta}$ and one-loop vertex correction $\Lambda_\nu$ at zero momentum transfer,
\begin{align}
\Sigma(P)&=e^2\!\int\!\frac{d^dq}{(2\pi)^d}\,\gamma_\alpha S(P-q)\gamma_\beta D_{\alpha\beta}(q),\\
\Lambda_\nu&=-e^2\!\int\!\frac{d^dq}{(2\pi)^d}\,\gamma_\alpha S(P-q)\gamma_\nu S(P-q)\gamma_\beta D_{\alpha\beta}(q).
\end{align}
Since $S^{-1}=i\slashed P$, we have $\partial S/\partial P_\nu=-iS\gamma_\nu S$, hence $\partial\Sigma/\partial P_\nu=i\Lambda_\nu$. If the pole of $\Sigma$ is $i\slashed P\,\sigma$, that of $\Lambda_\nu$ is $\gamma_\nu\sigma$. The counterterms $i\slashed P\delta_2$ and $\gamma_\nu\delta_1$ remove them, so $\delta_1=\delta_2=-\sigma$.

For the value, symmetry under $l\to P-l$ gives $\int_l l_\rho/[l^2(P-l)^2]=\tfrac12P_\rho G_1$ at $P^2=1$. With $\gamma_\alpha\slashed l\gamma_\alpha=(2-d)\slashed l$, the propagator is multiplied by $1-\frac{d-2}{2}G_1a$, whose pole is $-a/\epsilon$. Therefore
\begin{equation}
\delta_1=\delta_2=-\frac a\epsilon .
\label{delta}
\end{equation}

In the polarization, a counterterm at either vertex multiplies $\Pi_1$ by $\delta_1$. A counterterm on either electron line replaces $S$ by $-S(i\slashed k\,\delta_2)S=-\delta_2S$. The four graphs add up to
\begin{equation}
2\delta_1\Pi_1-2\delta_2\Pi_1=0 .
\label{cancel}
\end{equation}

\section{Why the overlap leaves a local divergence}

In the vertex graph the electron lines carry $k,k'=k+p$ on one side of the photon and $l,l'=l+p$ on the other; the photon carries $k-l$. The lines $(k,k',k-l)$ form one logarithmically divergent vertex and $(l,l',k-l)$ the other. They share the photon, so the graph is not a product of the two.

Differentiation in $p$ separates them. The graph has overall degree two, so take three derivatives. A small electron mass guards the infrared region during this argument; it can be removed afterwards because the undifferentiated graphs are infrared finite at $p\ne0$. There are two cases.

\begin{itemize}
\item If derivatives act on both $k'$ and $l'$, both vertex subgraphs converge.
\item If all three act on $k'$, the $k$ vertex converges. The $l$ vertex still diverges, but its own $\delta_1$ graph, differentiated in the same way, subtracts it. The case of $l'$ is the mirror image.
\end{itemize}

The overall degree is now $-1$. The four-photon subgraph made of the electron lines drops from degree $0$ to $-3$. Power counting therefore leaves no divergence. The third derivative of the subtracted graph is finite, so its pole part is a quadratic polynomial in $p$ and contains no $L$. In the self-energy graphs $p$ can be routed through the line without the insertion; $\delta_2$ subtracts the part of the insertion's pole proportional to $\slashed k$, and a mass counterterm subtracts the part proportional to the small mass $m$. The graph of the mass counterterm is its coefficient times $m\,\partial\Pi_1/\partial m$, which is of order $m^2/p^2$ up to logarithms and vanishes as $m\to0$. The same conclusion follows.

This fixes the double poles. A bare two-loop graph scales as $e^{-2\epsilon L}$, its counterterm graphs as $e^{-\epsilon L}$. If their double-pole coefficients are $C$ and $X$, the term $L/\epsilon$ has coefficient $-2C-X$, so
\begin{equation}
C=-\tfrac12X .
\label{local}
\end{equation}
For the vertex graph $X=2(-1)\frac43=-\frac83$ and $C=\frac43$. For the self-energy pair $X=\frac83$ and $C=-\frac43$. For the sum $X=0$ by \eqref{cancel}, and hence $C=0$.

Both vertex subtractions are necessary. With none, one or two, the coefficient of $L/\epsilon$ is $-\frac83$, $-\frac83+\frac43=-\frac43$, or $0$. Between $L=0$ and $L=3$ the computed $1/\epsilon$ coefficient accordingly shifts by $-8$, $-4$ and $0$.

\section{Explicit calculation of the simple pole}

Relative to one loop, the extra photon contributes $(-ie)^2(-i)^2=+e^2$. Both traces below therefore contain plain factors $\slashed k/k^2$. Define
\begin{equation}
N=G_1G(1,1+\epsilon),\qquad S_2=G_1G(1,\epsilon).
\end{equation}

\subsection{Self-energy pair}

The inner loop gives $(2-d)\frac12G_1\slashed k\,(k^2)^{-\epsilon}$, and $\slashed k\slashed k\slashed k=k^2\slashed k$. The two graphs are equal, so their trace is
\begin{align}
E&=2\,\frac{2-d}{2}G_1\,4(2-d)\int_k\frac{k\cdot k'}{(k^2)^{1+\epsilon}k'^2}\nonumber\\
&=2(d-2)^2(S_2-N),
\end{align}
where $k\cdot k'=\frac12(k^2+k'^2-1)$ and the $k'^2$ term is scaleless.

\subsection{Vertex graph}

The numerator is $\mathrm{tr}[\gamma_\mu\slashed k\gamma_\alpha\slashed l\gamma_\mu\slashed l'\gamma_\alpha\slashed k']$. First use $\gamma_\mu\slashed k\gamma_\alpha\slashed l\gamma_\mu=-2\slashed l\gamma_\alpha\slashed k+(4-d)\slashed k\gamma_\alpha\slashed l$, then $\gamma_\alpha\slashed u\slashed v\gamma_\alpha=4u\cdot v+(d-4)\slashed u\slashed v$. The numerator becomes
\begin{align}
&-32(k\cdot l')(l\cdot k')-2(d-4)\,\mathrm{tr}(\slashed l\slashed k\slashed l'\slashed k')\nonumber\\
&-16(d-4)(l\cdot l')(k\cdot k')-(d-4)^2\,\mathrm{tr}(\slashed k\slashed l\slashed l'\slashed k').
\label{num}
\end{align}
Let $D_1,\ldots,D_5=k^2,l^2,k'^2,l'^2,(k-l)^2$. Then
\begin{align}
2k\cdot l'&=D_2+D_3-D_5-1, & 2l\cdot k'&=D_1+D_4-D_5-1,\nonumber\\
2k\cdot l&=D_1+D_2-D_5, & 2k'\cdot l'&=D_3+D_4-D_5,\nonumber\\
2l\cdot l'&=D_2+D_4-1, & 2k\cdot k'&=D_1+D_3-1.
\end{align}
Let $\langle X\rangle=\int_k\int_l X/(D_1D_2D_3D_4D_5)$. Integrating one loop at a time,
\begin{align}
\langle1\rangle&=K,\quad \langle D_{i\le4}\rangle=N,\quad \langle D_5\rangle=G_1^2,\nonumber\\
\langle D_1D_4\rangle&=\langle D_2D_3\rangle=S_2,\quad \langle D_5^2\rangle=-\tfrac12G_1^2 .
\end{align}
The last value comes from $-2k\cdot l$ in $D_5$, each loop momentum averaging to $-p/2$. The other products of two different $D$'s are scaleless. Hence
\begin{align}
\langle4(k\cdot l')(l\cdot k')\rangle&=K-4N+\tfrac32G_1^2,\nonumber\\
\langle4(k\cdot l)(k'\cdot l')\rangle&=2S_2-\tfrac12G_1^2,\nonumber\\
\langle4(l\cdot l')(k\cdot k')\rangle&=2S_2-4N+K.
\end{align}
Expanding the four-matrix traces in these products gives $\langle\mathrm{tr}(\slashed l\slashed k\slashed l'\slashed k')\rangle=G_1^2$ and $\langle\mathrm{tr}(\slashed k\slashed l\slashed l'\slashed k')\rangle=4S_2-2G_1^2$. Inserting everything into \eqref{num},
\begin{align}
V={}&32N-12G_1^2-8K-2(d-4)G_1^2\nonumber\\
&-4(d-4)(2S_2-4N+K)-(d-4)^2(4S_2-2G_1^2).
\end{align}

The integral $K$ is finite. At large momenta its overall degree is $8-10$ and that of its triangles $4-6$; at small momenta the measure outweighs the vanishing denominators. Quadrature gives $K\simeq7.21$.

\subsection{Poles}

After the factor $e^{2\gamma\epsilon}$ is included, the gamma functions give, up to finite terms,
\begin{equation}
G_1^2=\frac1{\epsilon^2}+\frac4\epsilon,\quad
N=\frac1{2\epsilon^2}+\frac5{2\epsilon},\quad S_2=-\frac1{4\epsilon}.
\end{equation}
With $2(d-2)^2=8-16\epsilon+O(\epsilon^2)$ and $d-4=-2\epsilon$,
\begin{align}
E&=-\frac4{\epsilon^2}+\frac{-22+8}{\epsilon}=-\frac4{\epsilon^2}-\frac{14}{\epsilon},\\
V&=\frac{16-12}{\epsilon^2}+\frac{80-48+4-16}{\epsilon}=\frac4{\epsilon^2}+\frac{20}{\epsilon}.
\end{align}
Dividing by $d-1$, with $1/(3-2\epsilon)=\frac13+\frac29\epsilon+\cdots$, gives the shares
\begin{equation}
-\frac{4}{3\epsilon^2}-\frac{50}{9\epsilon}\quad\text{and}\quad
\frac{4}{3\epsilon^2}+\frac{68}{9\epsilon}.
\end{equation}
The double poles agree with \eqref{local}, and the sum is $2/\epsilon$. The factor $e^{-2\epsilon L}$ turns this into $2/\epsilon-4L$. The constant $-0.900$ in \eqref{result} is computed numerically. The numerical check tests $E$ and $V$ against machine traces and a separate integral reduction.

\section{Gauge dependence}

The longitudinal photon term is $-(1-\xi)q_\alpha q_\beta/q^4$, with $q=k-l=k'-l'$. Consider first the coefficient of $-(1-\xi)$. In the vertex graph,
\begin{equation}
\slashed k\slashed q\slashed l=k^2\slashed l-l^2\slashed k,\qquad
\slashed l'\slashed q\slashed k'=k'^2\slashed l'-l'^2\slashed k'.
\end{equation}
In the trace the $l\cdot l'$ and $k\cdot k'$ terms are scaleless. The two others are equal and give
\begin{equation}
V_{\rm long}=8(d-2)J,\qquad J=\int_k\int_l\frac{l\cdot k'}{l^2k'^2(k-l)^4}.
\end{equation}
In a self-energy graph, applying the first identity twice gives
\begin{equation}
\frac{\slashed k}{k^2}\slashed q\frac{\slashed l}{l^2}\slashed q\frac{\slashed k}{k^2}
=\frac{\slashed l}{l^2}-\frac{\slashed k}{k^2}-\frac{\slashed k\slashed q\slashed k}{k^4}.
\end{equation}
After division by $q^4$, the last two terms are scaleless in $l$. The pair therefore gives $2\cdot4(2-d)J=-8(d-2)J$, which cancels $V_{\rm long}$. The sum does not depend on $\xi$.

The same reduction gives the gauge dependence of $\delta_2$. At $k^2=1$ the surviving term is
\begin{equation}
\int_l\frac{l\cdot k}{l^2q^4}=\tfrac12[G(1,2)-G_1]=-\frac{d-2}{2}G_1,
\end{equation}
because $G(1,2)=-(d-3)G_1$. This equals the Feynman-gauge correction, so the total is multiplied by $1-(1-\xi)=\xi$. Thus $\delta_1=\delta_2=-\xi a/\epsilon$, and \eqref{local} gives double poles $\pm4\xi/3$. In Landau gauge, $\xi=0$, each vanishes separately, and the vertex graph alone supplies the pole $2/\epsilon$.

\section{Size and practical use}

The photon counterterm is
\begin{equation}
\delta_3=-\frac{4a}{3\epsilon}-\frac{2a^2}{\epsilon}.
\end{equation}
The bare coupling, proportional to $\mu^{2\epsilon}a/Z_3$, does not depend on $\mu$. With $x=a\,d\ln Z_3/da$ this means
\begin{equation}
\frac{d\ln a}{d\ln\mu}=\frac{-2\epsilon}{1-x},\qquad
x=-\frac{4a}{3\epsilon}-\frac{4a^2}{\epsilon}-\frac{16a^2}{9\epsilon^2}+O(a^3).
\end{equation}
In $1+x+x^2$ the $a^2/\epsilon^2$ terms cancel. At $\epsilon\to0$,
\begin{equation}
\frac{d\ln\alpha}{d\ln\mu}=\frac83a+8a^2+O(a^3).
\end{equation}

As an illustration, assign $\alpha=0.00729735$ to the scale $\mu$ in the massless model, so $a=\alpha/4\pi=5.807\times10^{-4}$. The two slopes are $1.549\times10^{-3}$ and $2.698\times10^{-6}$; their ratio is $3a=1.742\times10^{-3}$. From $p^2=\mu^2$ to $100\mu^2$, $L$ grows by $4.605$. The one-loop change of $\Pi$ is $-\frac43(5.807\times10^{-4})(4.605)=-3.566\times10^{-3}$, and the two-loop change is $-4(5.807\times10^{-4})^2(4.605)=-6.212\times10^{-6}$. The negative sign means that the effective coupling $e^2/(1+\Pi)$ grows with momentum.

In a calculation, keep all three two-loop graphs in the same gauge and regulator. If the vertex graph is taken at $\xi$ and the self-energy pair at $\xi'$, a double pole $4(\xi-\xi')/3$ survives, together with a term $-8(\xi-\xi')L/(3\epsilon)$. Such a term signals a mismatch between graphs and must not be removed by a nonlocal counterterm. If a regulator gives $\delta_1\ne\delta_2$, \eqref{cancel} fails and the subdivergences must be subtracted explicitly. The absence of a double pole is shown here for two loops only.

\section*{Numbers as computed}
\begin{verbatim}
All pole coefficients are dimensionless, d = 4 - 2 eps
One-loop integral, d=3 test, quadrature: 6.438816
One-loop integral, d=3 test, formula: 6.438816
Five-propagator integral K, quadrature: 7.212
Five-propagator integral K, recursion: 7.2124
One-loop Pi/a, 1/eps: 1.333333
One-loop Pi/a, finite at L=0: 2.222222
Gauge xi = 0
 delta1, delta2 (a/eps): 0.0000, 0.0000
 vertex graph, 1/eps^2 and 1/eps: 0.000000, 2.000000
 self-energy pair, 1/eps^2 and 1/eps: 0.000000, 0.000000
 vertex + counterterms, 1/eps^2 and 1/eps: 0.000000, 2.000000
 self-energy + counterterms, 1/eps^2 and 1/eps: 0.000000, 0.000000
 bare sum, 1/eps^2 and 1/eps: 0.000000, 2.000000
 vertex 1/eps shift L=0 to 3, 0/1/2 subtractions: 0.0000, 0.0000, 0.0000
 finite part of sum at L=0: -0.899577
Gauge xi = 1
 delta1, delta2 (a/eps): -1.0000, -1.0000
 vertex graph, 1/eps^2 and 1/eps: 1.333333, 7.555556
 self-energy pair, 1/eps^2 and 1/eps: -1.333333, -5.555556
 vertex + counterterms, 1/eps^2 and 1/eps: -1.333333, 3.111111
 self-energy + counterterms, 1/eps^2 and 1/eps: 1.333333, -1.111111
 bare sum, 1/eps^2 and 1/eps: 0.000000, 2.000000
 vertex 1/eps shift L=0 to 3, 0/1/2 subtractions: -8.0000, -4.0000, 0.0000
 finite part of sum at L=0: -0.899577
Gauge xi = 3
 delta1, delta2 (a/eps): -3.0000, -3.0000
 vertex graph, 1/eps^2 and 1/eps: 4.000000, 18.666667
 self-energy pair, 1/eps^2 and 1/eps: -4.000000, -16.666667
 vertex + counterterms, 1/eps^2 and 1/eps: -4.000000, 5.333333
 self-energy + counterterms, 1/eps^2 and 1/eps: 4.000000, -3.333333
 bare sum, 1/eps^2 and 1/eps: 0.000000, 2.000000
 vertex 1/eps shift L=0 to 3, 0/1/2 subtractions: -24.0000, -12.0000, 0.0000
 finite part of sum at L=0: -0.899577
Example: massless electron, alpha taken at scale mu
alpha: 0.007297353
a = alpha/(4 pi): 5.807049e-04
two-loop pole, coefficient of 1/eps: 6.744363e-07
L for p^2 = 100 mu^2: 4.605170
change of Pi from mu^2 to 100 mu^2, one loop: -3.565660e-03
change of Pi from mu^2 to 100 mu^2, two loops: -6.211788e-06
d ln(alpha)/d ln(mu), one-loop term: 1.548546e-03
d ln(alpha)/d ln(mu), two-loop term: 2.697745e-06
two-loop term / one-loop term: 1.742115e-03
\end{verbatim}
